# Additional magnetic damping from spin pumping through one film face: verification in Python

```python
"""
Result under test: spin pumping through one face of a magnetic film adds
the Gilbert damping
    alpha = g * mu_B * G / (4 * pi * M * t)
g: g factor, mu_B: Bohr magneton, M: saturation magnetization, t: thickness,
G: real effective mixing conductance per area (number of channels per area).
m is the unit magnetization; r_par and r_anti are the reflection amplitudes
for spin parallel and antiparallel to m; rho = r_par * conj(r_anti).
"""
import numpy as np
from scipy.constants import hbar, pi, physical_constants
from scipy.integrate import solve_ivp

mu_B = physical_constants["Bohr magneton"][0]
SIGMA = np.array([[[0, 1], [1, 0]],
                  [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
ONE = np.eye(2)


def reflection_matrix(m, r_par, r_anti):
    m_sigma = np.einsum("a,aij->ij", m, SIGMA)
    return r_par * (ONE + m_sigma) / 2 + r_anti * (ONE - m_sigma) / 2


def spin_current_tensor(m, r_par, r_anti):
    """Tensor K: outgoing spin current of one channel = hbar * K @ Omega."""
    r = reflection_matrix(m, r_par, r_anti)
    change = SIGMA - r @ SIGMA @ r.conj().T
    return np.einsum("aij,bji->ab", SIGMA, change).real / (8 * pi)


# Test 1: transverse spin current of partly reflecting channels,
# explicit matrices against the vector formula with the mixing conductance.
rng = np.random.default_rng(4)
for trial in range(20):
    m = rng.normal(size=3)
    m /= np.linalg.norm(m)
    omega_vec = rng.normal(size=3)
    m_dot = np.cross(omega_vec, m)
    size = rng.uniform(0.1, 1.0, 2)
    phase = rng.uniform(0, 2 * pi, 2)
    r_par, r_anti = size * np.exp(1j * phase)
    current = spin_current_tensor(m, r_par, r_anti) @ omega_vec
    transverse = current - m * (m @ current)
    mixing = 1 - r_par * np.conj(r_anti)
    formula = (mixing.real * np.cross(m, m_dot) + mixing.imag * m_dot) / (4 * pi)
    assert np.allclose(transverse, formula, atol=1e-12)

# Test 2: total reflection in the laboratory frame. Fourier components of the
# time-dependent reflection matrix shift electron energies by multiples of
# hbar*omega; Fermi functions then count the outgoing electrons of each spin.
# Energies are in units of hbar*omega, currents in units of hbar*omega.
cone = 0.7
phase_difference = 1.1
n_times = 16
samples = []
for angle in 2 * pi * np.arange(n_times) / n_times:
    m = np.array([np.sin(cone) * np.cos(angle),
                  np.sin(cone) * np.sin(angle), np.cos(cone)])
    samples.append(reflection_matrix(m, np.exp(1j * phase_difference), 1.0))
harmonics = np.fft.ifft(np.array(samples), axis=0)
orders = np.rint(np.fft.fftfreq(n_times) * n_times)
energy = np.linspace(-15, 15, 6001)
d_energy = energy[1] - energy[0]


def fermi(e):
    return 1 / (1 + np.exp(e / 0.2))


surplus = np.zeros(2)
for spin in range(2):
    outgoing = np.zeros_like(energy)
    for order, amplitude in zip(orders, harmonics):
        weight = np.sum(np.abs(amplitude[spin]) ** 2)
        outgoing += weight * fermi(energy - order)
    surplus[spin] = np.sum(outgoing - fermi(energy)) * d_energy / (2 * pi)
counted_current = (surplus[0] - surplus[1]) / 2
channel_mixing = 1 - np.cos(phase_difference)
formula_current = channel_mixing * np.sin(cone) ** 2 / (4 * pi)
assert abs(counted_current - formula_current) < 1e-8

# Worked example, SI units
g_factor = 2.0
G = 20e18
M = 1e6
thickness = 2e-9
field = 0.3
gamma = g_factor * mu_B / hbar
omega = gamma * field


def damping_formula(t):
    return g_factor * mu_B * G / (4 * pi * M * t)


# Test 3: ring-down driven by the angular momentum balance. The spin loss is
# computed from scattering matrices, with three equally weighted channel types
# whose mean rho vanishes, so that G equals the number of channels per area.
CHANNEL_PHASES = 2 * pi * np.arange(3) / 3


def ring_down_damping(t):
    loss_scale = gamma * hbar * G / (M * t)

    def velocity(scaled_time, m):
        tensor = np.mean([spin_current_tensor(m, np.exp(1j * p), 1.0)
                          for p in CHANNEL_PHASES], axis=0)
        cross_m = np.array([[0, -m[2], m[1]],
                            [m[2], 0, -m[0]],
                            [-m[1], m[0], 0]])
        precession = -np.cross(m, [0.0, 0.0, 1.0])
        return np.linalg.solve(np.eye(3) - loss_scale * tensor @ cross_m,
                               precession)

    start_angle = 0.5
    duration = 40.0
    start = [np.sin(start_angle), 0.0, np.cos(start_angle)]
    run = solve_ivp(velocity, (0, duration), start, method="DOP853",
                    rtol=1e-9, atol=1e-11)
    assert run.success
    end = run.y[:, -1]
    end_angle = np.arctan2(np.hypot(end[0], end[1]), end[2])
    rate = np.log(np.tan(start_angle / 2) / np.tan(end_angle / 2)) / duration
    # invert rate = alpha / (1 + alpha**2)
    return (1 - np.sqrt(1 - 4 * rate ** 2)) / (2 * rate)


alpha = damping_formula(thickness)
alpha_thick = damping_formula(2 * thickness)
alpha_ring = ring_down_damping(thickness)
alpha_ring_thick = ring_down_damping(2 * thickness)
assert abs(alpha_ring / alpha - 1) < 1e-5
assert abs(alpha_ring_thick / alpha_thick - 1) < 1e-5
assert abs(alpha - 0.015) < 0.0005

moment_area = M * thickness
magnetons_per_nm2 = moment_area / mu_B * 1e-18
decay_time = (1 + alpha ** 2) / (alpha * omega)
G_for_target = 0.015 * 4 * pi * moment_area / (g_factor * mu_B)

print("INPUTS")
print(f"effective mixing conductance: {G * 1e-18:.1f} nm^-2")
print(f"the same in SI: {G:.3e} m^-2")
print(f"magnetization: {M:.3e} A/m")
print(f"thickness: {thickness * 1e9:.1f} nm")
print(f"g factor: {g_factor:.1f}")
print(f"Bohr magneton: {mu_B:.5e} J/T")
print("DAMPING")
print(f"moment per area M*t: {moment_area:.3e} A")
print(f"Bohr magnetons per area: {magnetons_per_nm2:.2f} nm^-2")
print(f"numerator g*mu_B*G: {g_factor * mu_B * G:.5e} A")
print(f"denominator 4*pi*M*t: {4 * pi * moment_area:.5e} A")
print(f"additional damping, formula: {alpha:.5f} (no unit)")
print(f"additional damping, ring-down: {alpha_ring:.5f} (no unit)")
print(f"rounded to three decimals: {alpha:.3f} (no unit)")
print(f"mixing conductance for 0.015: {G_for_target * 1e-18:.2f} nm^-2")
print("THICKNESS DOUBLED")
print(f"thickness: {2 * thickness * 1e9:.1f} nm")
print(f"additional damping, formula: {alpha_thick:.5f} (no unit)")
print(f"additional damping, ring-down: {alpha_ring_thick:.5f} (no unit)")
print("RING-DOWN OF THE 2 nm FILM, PUMPING ONLY")
print(f"field: {field:.2f} T")
print(f"angular frequency gamma*B: {omega:.4e} rad/s")
print(f"precession frequency: {omega / (2 * pi) * 1e-9:.3f} GHz")
print(f"decay time of tan(theta/2): {decay_time * 1e9:.3f} ns")
print("CHECK OF THE PUMPED CURRENT, ONE TOTALLY REFLECTING CHANNEL")
print(f"cone angle: {cone:.2f} rad")
print(f"reflection phase difference: {phase_difference:.2f} rad")
print(f"current by counting: {counted_current:.6f} hbar*omega")
print(f"current by formula: {formula_current:.6f} hbar*omega")
print("finished without a failed check")
```

Output:

```
INPUTS
effective mixing conductance: 20.0 nm^-2
the same in SI: 2.000e+19 m^-2
magnetization: 1.000e+06 A/m
thickness: 2.0 nm
g factor: 2.0
Bohr magneton: 9.27401e-24 J/T
DAMPING
moment per area M*t: 2.000e-03 A
Bohr magnetons per area: 215.66 nm^-2
numerator g*mu_B*G: 3.70960e-04 A
denominator 4*pi*M*t: 2.51327e-02 A
additional damping, formula: 0.01476 (no unit)
additional damping, ring-down: 0.01476 (no unit)
rounded to three decimals: 0.015 (no unit)
mixing conductance for 0.015: 20.33 nm^-2
THICKNESS DOUBLED
thickness: 4.0 nm
additional damping, formula: 0.00738 (no unit)
additional damping, ring-down: 0.00738 (no unit)
RING-DOWN OF THE 2 nm FILM, PUMPING ONLY
field: 0.30 T
angular frequency gamma*B: 5.2765e+10 rad/s
precession frequency: 8.398 GHz
decay time of tan(theta/2): 1.284 ns
CHECK OF THE PUMPED CURRENT, ONE TOTALLY REFLECTING CHANNEL
cone angle: 0.70 rad
reflection phase difference: 1.10 rad
current by counting: 0.018046 hbar*omega
current by formula: 0.018046 hbar*omega
finished without a failed check
```
